# Why attracting vacancies cluster but do not phase separate in one dimension: a numerical check

```python
"""
Result under test: a chain of sites n_i = 0 or 1 (1 = oxygen vacancy) with
energy -J sum n_i n_(i+1) - mu sum n_i has, at every T > 0,
    d(mu/kT)/dc = 1 / (c (1-c) s) > 0,  s = sqrt(1 + 4 c (1-c) (exp(J/kT)-1)),
so it never phase separates, although its vacancies cluster into long runs.
Mean field wrongly gives a spinodal when kT < J/2.
Symbols: c = vacancy fraction, bJ = J/kT, bmu = mu/kT, w = probability of the
ordered pair (vacancy, no vacancy), S = variance of vacancy number per site.
Energies in eV, lengths in nm, temperatures in K.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import gammaln, logsumexp

k_B = const.k / const.e


# ---------- derived closed forms ----------
def s_factor(c, bJ):
    return np.sqrt(1 + 4 * c * (1 - c) * np.expm1(bJ))


def chain_bmu(c, bJ):
    s = s_factor(c, bJ)
    return -bJ + np.log((s - 1 + 2 * c) / (s + 1 - 2 * c))


def pair_w(c, bJ):
    return 2 * c * (1 - c) / (1 + s_factor(c, bJ))


def mean_run(c, bJ):
    return (1 + s_factor(c, bJ)) / (2 * (1 - c))


def corr_length(c, bJ):
    s = s_factor(c, bJ)
    return 1 / np.log((s + 1) / (s - 1))


def variance_S(c, bJ):
    return c * (1 - c) * s_factor(c, bJ)


def mf_bf(c, bJ):
    return -bJ * c**2 + c * np.log(c) + (1 - c) * np.log(1 - c)


def mf_slope(c, bJ):
    return 1 / (c * (1 - c)) - 2 * bJ


def mf_spinodal(bJ):
    return (1 - np.sqrt(1 - 2 / bJ)) / 2


def uniform_probability(sites, bJ):
    return (1 + np.exp(-bJ / 2)) ** (-(sites - 1))


# ---------- numerical transfer matrices ----------
def eigen_pair(bmu, bJ):
    off = np.exp(bmu / 2)
    low, high = np.linalg.eigvalsh([[1, off], [off, np.exp(bmu + bJ)]])
    return high, low


def log_top(bmu, bJ):
    return np.log(eigen_pair(bmu, bJ)[0])


def chain_bf(c, bJ):
    bmu = chain_bmu(c, bJ)
    return bmu * c - log_top(bmu, bJ)


def range_matrix(b_couplings, bmu):
    """Transfer matrix whose state holds the last R sites, newest in bit 0."""
    reach = len(b_couplings)
    size = 2**reach
    matrix = np.zeros((size, size))
    for state in range(size):
        bond = sum(b_couplings[r] * ((state >> r) & 1) for r in range(reach))
        for n in (0, 1):
            new = ((state << 1) | n) & (size - 1)
            matrix[state, new] += np.exp(n * (bmu + bond))
    return matrix


def range_variance(b_couplings, bmu):
    """Vacancy fraction and S, by summing all correlations of the chain."""
    matrix = range_matrix(b_couplings, bmu)
    size = len(matrix)
    values, right = np.linalg.eig(matrix)
    top = np.argmax(values.real)
    lam, v = values[top].real, np.abs(right[:, top].real)
    values_l, left = np.linalg.eig(matrix.T)
    u = np.abs(left[:, np.argmax(values_l.real)].real)
    weight = u * v / np.sum(u * v)
    step = matrix * v[None, :] / (lam * v[:, None])
    n = np.arange(size) & 1
    c = weight @ n
    g = n - c
    summed = np.linalg.solve(np.eye(size) - step + weight[None, :], g)
    return c, 2 * np.sum(weight * g * summed) - np.sum(weight * g * g)


# ---------- run counting on a ring ----------
def log_choose(a, b):
    return gammaln(a + 1) - gammaln(b + 1) - gammaln(a - b + 1)


def log_run_count(N, M, runs):
    return (np.log(N / runs) + log_choose(M - 1, runs - 1)
            + log_choose(N - M - 1, runs - 1))


def ring_fixed_M(N, M, bJ):
    """Log partition sum and mean number of runs for M vacancies."""
    runs = np.arange(1, min(M, N - M) + 1)
    logs = log_run_count(N, M, runs) + bJ * (M - runs)
    total = logsumexp(logs)
    return total, np.sum(runs * np.exp(logs - total))


# ---------- example parameters (rough, hafnium-oxide filament) ----------
J, spacing, sites = 0.20, 0.26, 40
T_hot, T_store = 600.0, 300.0
permittivity, attempt_rate = 20.0, 1e13
barriers = (0.7, 2.4)
side_chains = 4
bJ_hot, bJ_store = J / (k_B * T_hot), J / (k_B * T_store)

# ---------- tests by full enumeration of a 16-site ring ----------
N = 16
conf = (np.arange(2**N)[:, None] >> np.arange(N)) & 1
number = conf.sum(axis=1)
pairs = (conf * np.roll(conf, -1, axis=1)).sum(axis=1)
bJ_t, bmu_t = 1.2, -0.9
boltz = np.exp(bJ_t * pairs + bmu_t * number)
Z = boltz.sum()
top, low = eigen_pair(bmu_t, bJ_t)
assert abs((top**N + low**N) / Z - 1) < 1e-10

prob = boltz / Z
c_t = brentq(lambda c: chain_bmu(c, bJ_t) - bmu_t, 1e-6, 1 - 1e-6)
assert abs(prob @ conf[:, 0] - c_t) < 1e-5
start = (1 - conf[:, 0]) * conf[:, 1]
assert abs(prob @ start - pair_w(c_t, bJ_t)) < 1e-5
stay = 1 - 1 / mean_run(c_t, bJ_t)
for length in range(1, 5):
    run = start * conf[:, 1:length + 1].prod(axis=1) * (1 - conf[:, length + 1])
    found = (prob @ run) / (prob @ start)
    assert abs(found - (1 - stay) * stay ** (length - 1)) < 1e-4

# number of ring states with given vacancies and runs
for M in range(1, N):
    for runs in range(1, min(M, N - M) + 1):
        counted = np.sum((number == M) & (number - pairs == runs))
        assert abs(np.exp(log_run_count(N, M, runs)) / counted - 1) < 1e-9

# mean-field free energy is that of the uncorrelated product state
c_p = 0.3
p_prod = c_p**number * (1 - c_p) ** (N - number)
bF = np.sum(p_prod * (np.log(p_prod) - bJ_t * pairs)) / N
assert abs(bF - mf_bf(c_p, bJ_t)) < 1e-10

# open chain, end sites given half a missing bond, at half filling
open_pairs = (conf[:, :-1] * conf[:, 1:]).sum(axis=1)
open_w = np.exp(bJ_t * (open_pairs - number + (conf[:, 0] + conf[:, -1]) / 2))
uniform = open_w[(number == 0) | (number == N)].sum() / open_w.sum()
assert abs(uniform - uniform_probability(N, bJ_t)) < 1e-10

# longer range: matrix trace against enumeration
b_range = [0.7, 0.4, 0.2]
energy = sum(b * (conf * np.roll(conf, -(r + 1), axis=1)).sum(axis=1)
             for r, b in enumerate(b_range))
Z_range = np.exp(energy + bmu_t * number).sum()
T_range = range_matrix(b_range, bmu_t)
assert abs(np.trace(np.linalg.matrix_power(T_range, N)) / Z_range - 1) < 1e-10
assert np.all(np.linalg.matrix_power(T_range, 3) > 0)


def log_top_range(bmu):
    return np.log(np.max(np.linalg.eigvals(range_matrix(b_range, bmu)).real))


h = 1e-3
curv = (log_top_range(bmu_t + h) - 2 * log_top_range(bmu_t)
        + log_top_range(bmu_t - h)) / h**2
assert abs(range_variance(b_range, bmu_t)[1] / curv - 1) < 1e-4

# ---------- isotherm, slope and gap against numerical eigenvalues ----------
h = 3e-4
for bJ in (0.5, bJ_hot, bJ_store):
    for c in (0.05, 0.3, 0.5, 0.8):
        m = chain_bmu(c, bJ)
        up, mid, down = (log_top(m + d, bJ) for d in (h, 0, -h))
        assert abs((up - down) / (2 * h) - c) < 1e-4
        dc_dbmu = (up - 2 * mid + down) / h**2
        assert dc_dbmu > 0
        assert abs(dc_dbmu / variance_S(c, bJ) - 1) < 2e-3
        high, small = eigen_pair(m, bJ)
        assert small < high
        assert abs(-1 / np.log(small / high) / corr_length(c, bJ) - 1) < 1e-8

# ---------- long rings by exact run counting ----------
N_long = 400
logs, runs_mean = np.zeros(N_long + 1), np.zeros(N_long + 1)
for M in range(1, N_long):
    log_z, runs_mean[M] = ring_fixed_M(N_long, M, bJ_hot)
    logs[M] = log_z - bJ_hot * M
p_M = np.exp(logs - logsumexp(logs))
M_all = np.arange(N_long + 1)
S_count = p_M @ (M_all - p_M @ M_all) ** 2 / N_long
assert abs(S_count / variance_S(0.5, bJ_hot) - 1) < 1e-6
assert abs(p_M @ runs_mean / N_long / pair_w(0.5, bJ_hot) - 1) < 1e-6
log_z, runs_canon = ring_fixed_M(2000, 600, bJ_hot)
gauss = 0.5 * np.log(2 * np.pi * 2000 * variance_S(0.3, bJ_hot))
assert abs(log_z + 2000 * chain_bf(0.3, bJ_hot) + gauss) < 0.01
assert abs(runs_canon / 2000 / pair_w(0.3, bJ_hot) - 1) < 0.01

# ---------- mean-field spinodal, binodal and the variational bound ----------
def mf_curvature(c):
    d = 1e-4
    return (mf_bf(c + d, bJ_hot) - 2 * mf_bf(c, bJ_hot)
            + mf_bf(c - d, bJ_hot)) / d**2


c_spin = mf_spinodal(bJ_hot)
assert abs(brentq(mf_curvature, 0.02, 0.5) - c_spin) < 1e-4
assert abs(mf_curvature(0.5) - mf_slope(0.5, bJ_hot)) < 1e-4
c_bin = brentq(lambda c: bJ_hot * (1 - 2 * c) + np.log(c / (1 - c)),
               1e-9, c_spin)
tangent = mf_bf(c_bin, bJ_hot) + bJ_hot * c_bin
for c in np.linspace(0.01, 0.99, 99):
    assert chain_bf(c, bJ_hot) < mf_bf(c, bJ_hot)
    if c_bin < c < 1 - c_bin:
        assert chain_bf(c, bJ_hot) + bJ_hot * c < tangent

# ---------- longer range at half filling ----------
def half_filled_S(b_couplings):
    c, S = range_variance(b_couplings, -np.sum(b_couplings))
    assert abs(c - 0.5) < 1e-6
    return S


reaches = (1, 2, 4, 8)
S_spread = [half_filled_S(np.full(R, bJ_hot / R)) for R in reaches]
assert abs(S_spread[0] / variance_S(0.5, bJ_hot) - 1) < 1e-8
assert np.all(np.diff(S_spread) > 0) and np.all(np.isfinite(S_spread))
S_tail = {R: half_filled_S(bJ_hot / np.arange(1, R + 1) ** 3) for R in (4, 8)}

# ---------- sideways attraction, neighbouring chains in mean field ----------
S_hot = variance_S(0.5, bJ_hot)
J_side = k_B * T_hot / (side_chains * S_hot)
grid = np.linspace(0.3, 0.7, 401)
for scale, stable in ((0.98, True), (1.02, False)):
    b_side = side_chains * scale * J_side / (k_B * T_hot)
    isotherm = chain_bmu(grid, bJ_hot) - b_side * grid
    assert (np.min(np.diff(isotherm)) > 0) == stable

# ---------- printed results ----------
kT = k_B * T_hot
print(f"attraction J = {J:.2f} eV, site spacing = {spacing:.2f} nm")
print(f"chain: {sites} sites, length = {sites * spacing:.1f} nm")
print(f"kT at {T_hot:.0f} K = {kT:.5f} eV, J/kT = {bJ_hot:.3f}")
print(f"mean-field critical temperature = {J / (2 * k_B):.0f} K")
print(f"mean-field spinodal at {T_hot:.0f} K: c = {c_spin:.3f}, {1 - c_spin:.3f}")
print(f"mean-field binodal at {T_hot:.0f} K: c = {c_bin:.4f}, {1 - c_bin:.4f}")
print(f"At {T_hot:.0f} K, slope = d(mu/kT)/dc, S = variance per site:")
for c in (0.1, 0.3, 0.5):
    print(f"  c={c:.1f}: s={s_factor(c, bJ_hot):.3f}, S={variance_S(c, bJ_hot):.3f},"
          f" exact slope={1 / variance_S(c, bJ_hot):.3f},"
          f" mean-field slope={mf_slope(c, bJ_hot):.3f},"
          f" mean run={mean_run(c, bJ_hot):.2f} sites")
print("Free energy per site f + J c at c=0.5, hot chain:")
print(f"  exact = {1e3 * kT * (chain_bf(0.5, bJ_hot) + bJ_hot / 2):.2f} meV")
print(f"  mean field = {1e3 * kT * (mf_bf(0.5, bJ_hot) + bJ_hot / 2):.2f} meV")
print(f"  mean-field common tangent = {1e3 * kT * tangent:.2f} meV")
print("Temperature dependence at c=0.5:")
for T in (T_store, T_hot, 1200.0):
    b = J / (k_B * T)
    print(f"  {T:.0f} K: J/kT={b:.3f}, mean run={mean_run(0.5, b):.2f} sites"
          f" = {spacing * mean_run(0.5, b):.2f} nm,"
          f" correlation length={corr_length(0.5, b):.2f} sites")
print(f"random mean run at c=0.5 (J=0) = {mean_run(0.5, 0.0):.2f} sites")
print("Finite open chain, half-filling chemical potential, neutral ends:")
for T in (T_store, T_hot):
    b = J / (k_B * T)
    print(f"  {T:.0f} K: probability all empty or all full ="
          f" {uniform_probability(sites, b):.4f}")
print("Same total attraction J spread evenly over R neighbours, hot, c=0.5:")
for R, S in zip(reaches, S_spread):
    print(f"  R={R}: S = {S:.4g}")
print("Attractive tail J/r^3 (r in sites), hot, c=0.5:")
for R, S in S_tail.items():
    print(f"  cut at {R} sites: S = {S:.3f} (nearest neighbour only {S_hot:.3f})")
print("Uncertainty of J, hot, c=0.5:")
for J_alt in (0.1, 0.3):
    print(f"  J={J_alt:.1f} eV: mean run = {mean_run(0.5, J_alt / kT):.2f} sites")
print(f"sideways attraction threshold, {side_chains} neighbour chains,"
      f" hot = {1e3 * J_side:.2f} meV")
repulsion = 4 * const.e / (4 * np.pi * const.epsilon_0 * permittivity
                           * spacing * 1e-9)
print(f"repulsion of two 2+ vacancies one site apart, relative permittivity"
      f" {permittivity:.0f} = {repulsion:.2f} eV")
print(f"Mean hop time, attempt rate {attempt_rate:.0e} per s:")
for barrier in barriers:
    for T in (T_store, T_hot):
        wait = np.exp(barrier / (k_B * T)) / attempt_rate
        print(f"  barrier {barrier:.1f} eV, {T:.0f} K: {wait:.1e} s")
print("finished without a failed check")
```

It prints:

```
attraction J = 0.20 eV, site spacing = 0.26 nm
chain: 40 sites, length = 10.4 nm
kT at 600 K = 0.05170 eV, J/kT = 3.868
mean-field critical temperature = 1160 K
mean-field spinodal at 600 K: c = 0.153, 0.847
mean-field binodal at 600 K: c = 0.0247, 0.9753
At 600 K, slope = d(mu/kT)/dc, S = variance per site:
  c=0.1: s=4.227, S=0.380, exact slope=2.629, mean-field slope=3.375, mean run=2.90 sites
  c=0.3: s=6.353, S=1.334, exact slope=0.750, mean-field slope=-2.974, mean run=5.25 sites
  c=0.5: s=6.918, S=1.729, exact slope=0.578, mean-field slope=-3.736, mean run=7.92 sites
Free energy per site f + J c at c=0.5, hot chain:
  exact = -6.98 meV
  mean field = 14.16 meV
  mean-field common tangent = -1.17 meV
Temperature dependence at c=0.5:
  300 K: J/kT=7.736, mean run=48.85 sites = 12.70 nm, correlation length=23.92 sites
  600 K: J/kT=3.868, mean run=7.92 sites = 2.06 nm, correlation length=3.43 sites
  1200 K: J/kT=1.934, mean run=3.63 sites = 0.94 nm, correlation length=1.25 sites
random mean run at c=0.5 (J=0) = 2.00 sites
Finite open chain, half-filling chemical potential, neutral ends:
  300 K: probability all empty or all full = 0.4464
  600 K: probability all empty or all full = 0.0052
Same total attraction J spread evenly over R neighbours, hot, c=0.5:
  R=1: S = 1.729
  R=2: S = 3.941
  R=4: S = 16.55
  R=8: S = 224.2
Attractive tail J/r^3 (r in sites), hot, c=0.5:
  cut at 4 sites: S = 3.827 (nearest neighbour only 1.729)
  cut at 8 sites: S = 4.603 (nearest neighbour only 1.729)
Uncertainty of J, hot, c=0.5:
  J=0.1 eV: mean run = 3.63 sites
  J=0.3 eV: mean run = 19.19 sites
sideways attraction threshold, 4 neighbour chains, hot = 7.47 meV
repulsion of two 2+ vacancies one site apart, relative permittivity 20 = 1.11 eV
Mean hop time, attempt rate 1e+13 per s:
  barrier 0.7 eV, 300 K: 5.7e-02 s
  barrier 0.7 eV, 600 K: 7.6e-08 s
  barrier 2.4 eV, 300 K: 2.1e+27 s
  barrier 2.4 eV, 600 K: 1.4e+07 s
finished without a failed check
```
